# Why a Vacancy in Silicon Can Have Negative U

In a simple model of the silicon vacancy, the first electron added to the doubly positive defect costs 0.132 eV, measured from the valence-band edge. The second costs 0.046 eV. Yet the two electrons sit in the same orbital and repel each other by 0.25 eV. Repulsion alone would make the second electron dearer by 0.25 eV; instead it is cheaper by 0.086 eV.

The missing energy comes from the lattice. The gain from distortion grows as the square of the force that the electrons exert, and two electrons in one orbital exert twice the force of one. The questions are when this square law holds, and when it beats the repulsion.

## The orbitals and the distortion

Removing an atom leaves four neighbours, each with one dangling bond pointing into the hole. Place them at the corners

$$a=(1,1,1),\quad b=(-1,-1,1),\quad c=(1,-1,-1),\quad d=(-1,1,-1),$$

and let each pair of bonds be coupled by a matrix element $-h$, with $h>0$. The symmetric sum $a+b+c+d$ has energy $-3h$. The other three combinations have energy $+h$ and form the $t_2$ shell:

$$z=\tfrac12(a+b-c-d),\quad x=\tfrac12(a-b+c-d),\quad y=\tfrac12(a-b-c+d).$$

The symmetric level holds two electrons in all the charge states considered here. The $t_2$ shell holds $n=0$, 1 or 2 electrons in the doubly positive, singly positive and neutral vacancy.

Now move each atom from $(X,Y,Z)$ to $(X,Y,Z)+s(-X,-Y,2Z)$, with $s$ small and positive. The separation $a-b=(2,2,0)$ becomes $(1-s)(2,2,0)$, so this distance shrinks by the fraction $s$; the same holds for $c$ and $d$. The separation $a-c=(0,2,2)$ becomes $(0,\,2-2s,\,2+4s)$, whose length grows by the fraction $(-s+2s)/2=s/2$. The other three mixed pairs behave alike. Two opposite pairs approach, and the four remaining distances grow half as much.

To first order, the couplings within the approaching pairs therefore become $h+\delta$ and the others $h-\delta/2$. The new levels are

$$E_z=-(h+\delta)+2(h-\delta/2)=h-2\delta,\qquad E_x=E_y=h+\delta .$$

The $z$ orbital is bonding within the approaching pairs, so it falls, by twice as much as the other two rise. The symmetric level stays at $-(h+\delta)-2(h-\delta/2)=-3h$, so its two electrons exert no first-order force along this distortion.

The pairs could equally be chosen along $x$ or $y$. The three choices are not independent: they span a two-component coordinate $\mathbf Q$, and correspond to three unit vectors at 120° in its plane,

$$\mathbf e_z=(1,0),\quad \mathbf e_x=(-\tfrac12,\tfrac{\sqrt3}{2}),\quad \mathbf e_y=(-\tfrac12,-\tfrac{\sqrt3}{2}),\qquad \mathbf e_i\cdot\mathbf e_j=-\tfrac12\ (i\ne j).$$

With a coupling constant $V$, the orbital energies are

$$\varepsilon_i(\mathbf Q)=\varepsilon-V\,\mathbf e_i\cdot\mathbf Q .$$

For $\mathbf Q=(Q,0)$ this gives shifts $-VQ$ for $z$ and $+VQ/2$ for $x$ and $y$, the ratio just found.

## Where the square comes from

Let orbital $i$ hold $n_i$ electrons. The lattice resists with elastic energy $\tfrac12k|\mathbf Q|^2$, where $k$ is taken to be the same in every charge state. Apart from electron repulsion, the energy is

$$E=n\varepsilon-V\,\mathbf F\cdot\mathbf Q+\tfrac12k|\mathbf Q|^2,\qquad \mathbf F=\sum_i n_i\mathbf e_i .$$

Completing the square gives

$$E=n\varepsilon+\frac k2\left|\mathbf Q-\frac{V}{k}\mathbf F\right|^2-\frac{V^2}{2k}|\mathbf F|^2 .$$

The minimum lies at $\mathbf Q=V\mathbf F/k$. With $E_{\rm JT}=V^2/(2k)$, the Jahn-Teller gain is

$$G=E_{\rm JT}|\mathbf F|^2=E_{\rm JT}\Big(\sum_i n_i^2-\sum_{i<j}n_in_j\Big),$$

because each cross term $2n_in_j\,\mathbf e_i\cdot\mathbf e_j$ equals $-n_in_j$.

If all $n$ electrons are in one orbital, $G=n^2E_{\rm JT}$. Two electrons double the force and hence the displacement. The orbital energy falls by $4V^2/k$, the elastic cost is $2V^2/k$, and the net gain is $2V^2/k=4E_{\rm JT}$.

An orbital holds at most two electrons, so the square law ends at $n=2$. Three electrons do best as $(2,1,0)$, with a gain of $(4+1-2)E_{\rm JT}=3E_{\rm JT}$ rather than $9E_{\rm JT}$. For independent electrons, the best gains for $n=0$ to 6 are 0, 1, 4, 3, 4, 1 and 0 times $E_{\rm JT}$. A full shell pulls equally in all three directions and gains nothing.

## The condition for negative U

Let $U$ be the repulsion of two electrons in the same orbital. The relaxed energies, relative to the undistorted doubly positive defect, are

$$E(0)=0,\qquad E(1)=\varepsilon-E_{\rm JT},\qquad E(2)=2\varepsilon+U-4E_{\rm JT}.$$

The effective repulsion is the extra cost of the second electron over the first:

$$U_{\rm eff}=[E(2)-E(1)]-[E(1)-E(0)]=E(2)+E(0)-2E(1).$$

On insertion, $2\varepsilon$ cancels and the gains combine as $-4+2=-2$:

$$U_{\rm eff}=U-2E_{\rm JT}.$$

Negative $U$ therefore requires

$$2E_{\rm JT}>U\quad\Longleftrightarrow\quad V^2>kU .$$

The factor two is what remains of the two-electron gain, $4E_{\rm JT}$, after two separate one-electron gains have been paid for.

For the example, take $V=11$ eV/nm, $k=360$ eV/nm², $U=0.25$ eV and $\varepsilon=0.30$ eV. Then

$$E_{\rm JT}=\frac{11^2}{2\times360}=0.168\ \text{eV},\qquad U_{\rm eff}=0.250-0.336=-0.086\ \text{eV}.$$

At fixed $k$ and $U$, the critical coupling is $\sqrt{kU}=9.49$ eV/nm, so the chosen value exceeds it by about 16 percent. As a test, the two-electron Hamiltonian was diagonalized and minimized over $\mathbf Q$ while $U$ was varied, without pair hopping between orbitals. The sign of $U_{\rm eff}$ changed at $U=0.336$ eV, which is $2E_{\rm JT}$.

## What attracts the second electron

Follow the electrons one at a time. The first enters an undistorted defect at cost $\varepsilon=0.30$ eV. The lattice then relaxes to $Q=V/k$ and returns $E_{\rm JT}$, leaving 0.132 eV.

The second electron finds the orbital already lowered by $VQ=V^2/k=2E_{\rm JT}$. Before the atoms move again, its cost is

$$\varepsilon+U-2E_{\rm JT}=0.30+0.25-0.336=0.214\ \text{eV}.$$

The distortion now grows from $V/k$ to $2V/k$ and returns another $\tfrac12k(V/k)^2=E_{\rm JT}$, leaving 0.046 eV. Both electrons receive the same relaxation after entry. Apart from the repulsion $U$, the difference between them is the $2E_{\rm JT}$ that the first electron prepared for the second.

There is no such attraction if all three charge states are held at one common distortion. The elastic energies then cancel as $1-2+1=0$. With both electrons in the lowest orbital the orbital energies cancel too, and $U$ remains. Near $\mathbf Q=0$ the parallel-spin state discussed below lies lower, and the second difference falls to 0.10 eV, which is still positive. More generally, the lowest two-electron energy cannot lie below twice the lowest orbital energy plus the lowest eigenvalue of the repulsion. If the repulsion has no negative eigenvalue, the second difference at fixed $\mathbf Q$ is not negative. Negative $U$ thus requires the atoms to move between the two additions. If both electrons arrive before the atoms respond, no attraction appears. If the lattice relaxes after the first, even a sudden second addition is cheaper than a sudden first one, as the costs of 0.214 and 0.30 eV show.

## Why Hund's rule does not spoil the result

The two electrons could instead occupy different orbitals with parallel spins. Let $U'$ be the repulsion between different orbitals and $J$ the exchange energy, with $U'\ge J\ge0$. For occupation $(1,1,0)$ the gain is $(1+1-1)E_{\rm JT}=E_{\rm JT}$, so the triplet energy is

$$E_{\rm trip}=2\varepsilon+U'-J-E_{\rm JT}.$$

The paired state differs from it by

$$E(2)-E_{\rm trip}=U-(U'-J)-3E_{\rm JT}.$$

If $U<2E_{\rm JT}$, the right side is below $-E_{\rm JT}-(U'-J)$, and hence below $-E_{\rm JT}$. Whenever the condition for negative $U$ holds, the paired state has already won. The singlet with one electron in each of two orbitals lies $2J$ above the triplet and is no rival.

Conversely, if the triplet is the ground state, then

$$U_{\rm eff}=(U'-J-E_{\rm JT})+2E_{\rm JT}=U'-J+E_{\rm JT}>0 .$$

So, without pair hopping, $2E_{\rm JT}>U$ is both sufficient and necessary. With $U'=0.15$ eV and $J=0.05$ eV, the triplet lies 0.354 eV above the paired state. With $U=1.0$, $U'=0.6$ and $J=0.2$ eV at the same $E_{\rm JT}$, the triplet wins and $U_{\rm eff}=+0.568$ eV.

In the limit $V\to0$, with $U'<U$ and $J>0$, the triplet is lowest and $U_{\rm eff}=U'-J$: an ordinary repulsive shell. A very stiff lattice, $k\to\infty$ at fixed $V$, gives the same limit.

## Levels in the wrong order

When electrons are exchanged with a reservoir at Fermi level $\mu$, the stable charge state minimizes $E(n)-n\mu$. The transition levels are

$$\mu(+/{+}{+})=\varepsilon-E_{\rm JT}=0.132\ \text{eV},\qquad \mu(0/+)=\varepsilon+U-3E_{\rm JT}=0.046\ \text{eV}.$$

As $\mu$ rises, the neutral state overtakes the singly positive one before the latter has overtaken the doubly positive one. To see that the middle state is never lowest, rewrite its energy with the definition of $U_{\rm eff}$:

$$E(1)-\mu=\tfrac12\big\{E(0)+[E(2)-2\mu]\big\}-\tfrac12U_{\rm eff}.$$

For $U_{\rm eff}<0$ it lies above the average of its two competitors, and so above the lower of them, at every $\mu$. The stable state changes directly from doubly positive to neutral at $\mu=E(2)/2=0.089$ eV. Two singly positive vacancies release 0.086 eV on becoming one neutral and one doubly positive vacancy.

At finite temperature some singly positive defects remain. The doubly positive state has weight 1; the singly positive has 6, from three orientations and two spins; the neutral has 3, from its orientations. Let $p_n$ be the product of weight and Boltzmann factor. Then $\mu$ drops out of

$$R=\frac{p_1}{\sqrt{p_0p_2}}=\frac{6}{\sqrt3}\,e^{U_{\rm eff}/(2k_BT)} .$$

Since $p_0+p_2\ge2\sqrt{p_0p_2}$, the share $p_1/(p_0+p_1+p_2)$ is at most $R/(2+R)$, reached when $p_0=p_2$. This is 0.26 percent at 77 K and 5.8 percent at 150 K. The figures assume equilibrium and the same vibration frequencies in all three charge states; a singly positive defect prepared at low temperature can persist if carriers are not exchanged.

## Other distortions

A breathing motion $q$ shifts all three orbitals together. With energy $-nfq+\tfrac12k_Aq^2$ it gives a gain $n^2E_A$, where $E_A=f^2/(2k_A)$. This contributes $-2E_A$ to the effective repulsion, although it breaks no symmetry. It depends on $n$ alone, so it lowers $U$ and $U'$ equally. It also lowers $\varepsilon$ by $E_A$. The values of $\varepsilon$, $U$ and $U'$ used here already include these reductions, so the common distortion considered above fixes only the tetragonal coordinate $\mathbf Q$. With the breathing motion frozen as well, the repulsion would be larger by $2E_A$. The entry costs of 0.30 and 0.214 eV likewise let the breathing motion follow each electron; if it lags behind, both costs rise by $E_A$ and their difference is unchanged.

Trigonal distortions mix the orbitals. Let coordinates $\xi,\eta,\zeta$ couple the pairs $yz$, $xz$, $xy$ with matrix elements $-W\xi$, $-W\eta$, $-W\zeta$, and let their stiffness be $k_T$. Put $n\le2$ electrons in the real orbital $\alpha x+\beta y+\gamma z$, normalized to one, and define

$$S=\alpha^2\beta^2+\beta^2\gamma^2+\gamma^2\alpha^2,\qquad 0\le S\le\tfrac13 .$$

The tetragonal force is $nV(\alpha^2\mathbf e_x+\beta^2\mathbf e_y+\gamma^2\mathbf e_z)$. Its squared length is $n^2V^2(\alpha^4+\beta^4+\gamma^4-S)=n^2V^2(1-3S)$, since the fourth powers sum to $1-2S$. The trigonal forces are $2nW\beta\gamma$, $2nW\alpha\gamma$ and $2nW\alpha\beta$, with squares summing to $4n^2W^2S$. Each mode gains its squared force divided by twice its stiffness, so

$$G=n^2\big[(1-3S)E_{\rm JT}+3S\,E_T\big],\qquad E_T=\frac{2W^2}{3k_T}.$$

This is linear in $S$, so the best orbital sits at an end of the range. If $E_{\rm JT}>E_T$, then $S=0$: a single orbital $x$, $y$ or $z$ and a tetragonal defect. If $E_T>E_{\rm JT}$, then $S=\tfrac13$ and the defect is trigonal. The square law survives in both cases, with the larger of the two energies. The repulsion is also the same $U$ for each such orbital when $U'=U-2J$, as here, provided the pair hopping of the next section is included. Without it the repulsion is $U-2JS$, or 0.217 eV for the trigonal orbital.

## How far the number can be trusted

Pair hopping, of strength $J$, moves both electrons together from $z$ to $x$ or $y$. At the neutral minimum $Q=2V/k$, the $z$ level is down by $4E_{\rm JT}$ and the others are up by $2E_{\rm JT}$. Moving a pair thus costs $12E_{\rm JT}=2.02$ eV, and second-order perturbation theory lowers the neutral state by

$$\frac{2J^2}{12E_{\rm JT}}=\frac{J^2}{6E_{\rm JT}}=0.0025\ \text{eV}.$$

Full diagonalization gives 0.0024 eV. It makes $U_{\rm eff}$ slightly more negative, $-0.089$ eV, and moves the onset from $U=0.336$ to 0.339 eV. The condition $2E_{\rm JT}>U$ is then sufficient but no longer strictly necessary.

With linear tetragonal coupling alone and no pair hopping, zero-point motion has no effect on $U_{\rm eff}$. A constant force shifts an oscillator without changing its frequency, so the zero-point energies cancel as $1-2+1$. Trigonal coupling spoils this cancellation: it mixes the occupied orbital with the two empty ones and so softens two of the three trigonal modes. For $E_T=0.6E_{\rm JT}$ and a vibration quantum of 0.03 eV, this raises $U_{\rm eff}$ by about 0.01 eV, enough to more than double the small share of singly positive defects at 77 K.

Tunnelling by pair hopping between the three neutral orientations is negligible here. Their minima are $d=2\sqrt3\,V/k$ apart, and the overlap of two displaced ground states is

$$e^{-kd^2/(4\hbar\omega)}=e^{-6E_{\rm JT}/\hbar\omega}\approx3\times10^{-15}$$

for an assumed quantum $\hbar\omega=0.03$ eV. Multiplied by $J$, this gives about $10^{-16}$ eV. A smaller quantum, as expected if only the four silicon neighbours move with this stiffness, makes the overlap smaller still.

The stiffness matters far more. Suppose the neutral defect has stiffness $k(1+r)$ while the singly positive one keeps $k$. The two-electron gain becomes $4E_{\rm JT}/(1+r)$, and

$$U_{\rm eff}=U+2E_{\rm JT}-\frac{4E_{\rm JT}}{1+r}.$$

For $r=0.05$ this is $0.586-0.640=-0.054$ eV: a 5 percent change in stiffness removes over a third of the effect. It vanishes at $1+r=0.672/0.586$, a stiffening of 14.7 percent. The result is delicate because it is a small difference between larger energies.

In the real silicon vacancy, the two donor levels are inverted and lie roughly 0.1 and 0.05 eV above the valence edge. The parameters were chosen in this regime, so the agreement in size is not a prediction. The assumption most open to doubt is the linear, harmonic lattice. If the distortion is carried by the four neighbours alone, and $|\mathbf Q|^2$ is the sum of their squared displacements, each moves by $Q/2=0.031$ nm in the neutral state, 13 percent of the silicon bond length. At such a displacement, a change of effective stiffness by several percent cannot be ruled out. The estimate above gives the scale of its effect, which is somewhat smaller if the singly positive defect stiffens too. The real distortion also spreads to more distant atoms, which a single coordinate represents only in an averaged way.

Within the same model, a third electron is not attracted to the first two. A third electron gives occupation $(2,1,0)$, repulsion $U+2U'-J$ and gain $3E_{\rm JT}$. The next effective repulsion is

$$E(3)+E(1)-2E(2)=2U'-J-U+4E_{\rm JT}=+0.67\ \text{eV}.$$

The third electron must enter an orbital that the first two have pushed up, and its force opposes part of theirs. The distortion that made the second electron cheap makes the third expensive. The remaining values are in the numerical output.

## Table of computed values

```
coupling V = 11.0 eV/nm
stiffness k = 360 eV/nm^2
repulsion U = 0.25 eV
repulsion between orbitals U' = 0.15 eV
exchange J = 0.05 eV
t2 level eps = 0.30 eV
vibration quantum = 0.030 eV
one-electron gain E_JT = 0.1681 eV
twice the one-electron gain = 0.3361 eV
two-electron gain = 0.6722 eV
gain / E_JT for n = 0..6: -0.000 1.000 4.000 3.000 4.000 1.000 -0.000
energy of V+ = 0.1319 eV
energy of V0 without pair hopping = 0.1778 eV
U_eff = -0.0861 eV
U at onset, from root search = 0.3361 eV
critical coupling sqrt(kU) = 9.487 eV/nm
second difference at fixed V+ geometry = 0.2500 eV
level (+/++) = 0.1319 eV
level (0/+) = 0.0458 eV
level (0/++) = 0.0889 eV
triplet energy of V0 = 0.5319 eV
triplet above paired V0 = 0.3542 eV
U_eff for U=1.0, U'=0.6, J=0.2 eV: 0.5681 eV
dangling-bond t2 shift ratio = -2.000
distortion Q of V+ = 0.0306 nm
distortion Q of V0 = 0.0611 nm
shift of each neighbour in V0 = 0.0306 nm
silicon bond length = 0.2352 nm
shift / bond length = 0.130
pair-hopping gain, full = 0.00242 eV
pair-hopping gain, J^2/(6 E_JT) = 0.00248 eV
U_eff with pair hopping = -0.0885 eV
U at onset with pair hopping = 0.3385 eV
U_eff if V0 is 5 percent stiffer = -0.0541 eV
stiffening that cancels U_eff = 14.7 percent
overlap of two V0 wells = 2.53e-15
tunnelling element J*overlap = 1.26e-16 eV
largest V+ share at 77 K = 0.263 percent
largest V+ share at 150 K = 5.833 percent
```
